# Bloch-State Velocity in a Nonorthogonal Tight-Binding Basis: test program

```python
# Result under test: for H(k)c = E S(k)c in a nonorthogonal Bloch basis,
#   hbar*v = c^+ (dH/dk - E dS/dk) c / (c^+ S c).
# H, S: Hamiltonian and overlap matrices; c: band coefficients; E: band energy.
# Part A: explicit Gaussian orbitals in a 1D periodic potential (hbar = m = 1).
# Part B: degenerate level of a folded chain.
# Part C: In s / O p model in the regime of an In2O3 channel (nm, eV, cm/s).
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# ---------- Part A: explicit orbitals, integrals by quadrature ----------
L = 3.0
WIDTH = 0.9
CUT = 6
dx = 0.05
x = np.arange(-320, 321) * dx
potential = -1.5*np.cos(2*np.pi*x/L) + 0.3*np.sin(4*np.pi*x/L)


def orbital(centre, power):
    y = x - centre
    g = np.exp(-y**2/(2*WIDTH**2))
    slope = (power*y**max(power-1, 0) - y**(power+1)/WIDTH**2)*g
    return y**power*g, slope


def orbital_set(basis, shift=0.0, extra=0):
    pairs = [orbital(c + shift, n + extra) for c, n in basis]
    return np.array([p[0] for p in pairs]), np.array([p[1] for p in pairs])


def integrals(basis):
    f, df = orbital_set(basis)
    xf, dxf = orbital_set(basis, extra=1)   # (x - centre) * orbital
    out = {key: [] for key in ("S", "H", "P", "X", "XS", "XH")}
    for cell in range(-CUT, CUT+1):
        b, db = orbital_set(basis, shift=cell*L)
        out["S"].append(f @ b.T*dx)
        out["H"].append((0.5*df @ db.T + (f*potential) @ b.T)*dx)
        out["P"].append(-1j*f @ db.T*dx)
        out["X"].append((f*x) @ b.T*dx)
        out["XS"].append(xf @ b.T*dx)
        out["XH"].append((0.5*dxf @ db.T + (xf*potential) @ b.T)*dx)
    return {key: np.array(val) for key, val in out.items()}


def bloch(table, k, tau):
    cells = np.arange(-CUT, CUT+1)*L
    dist = cells[:, None, None] + tau[None, None, :] - tau[None, :, None]
    terms = np.exp(1j*k*dist)*table
    return terms.sum(0), (1j*dist*terms).sum(0)


def band(tab, k, tau):
    H, dH = bloch(tab["H"], k, tau)
    S, dS = bloch(tab["S"], k, tau)
    E, C = eigh(H, S)
    c = C[:, 0]
    v_h = (c.conj() @ dH @ c).real
    v_s = -(E[0]*(c.conj() @ dS @ c)).real
    return E[0], c, v_h + v_s, v_h


def momentum_and_residual(tab, k, tau):
    E, c, v, _ = band(tab, k, tau)
    p = (c.conj() @ bloch(tab["P"], k, tau)[0] @ c).real
    q = bloch(tab["XH"], k, tau)[0] - E*bloch(tab["XS"], k, tau)[0]
    return v, p, 2*(1j*(c.conj() @ q @ c)).real


small = [(0.3, 0), (-0.2, 1)]
large = [(0.1, n) for n in range(5)]
tau_small = np.array([b[0] for b in small])
tau_large = np.array([b[0] for b in large])
tab_small, tab_large = integrals(small), integrals(large)

k_list = np.linspace(0.2, 0.9, 6)
gap_small = gap_large = 0.0
for k in k_list:
    step = 1e-4
    slope = (band(tab_small, k+step, tau_small)[0]
             - band(tab_small, k-step, tau_small)[0])/(2*step)
    v, p, residual = momentum_and_residual(tab_small, k, tau_small)
    assert abs(v - slope) < 1e-6
    assert abs(p + residual - slope) < 1e-6
    v_cell_phase = band(tab_small, k, 0*tau_small)[2]
    assert abs(v_cell_phase - slope) < 1e-6
    gap_small = max(gap_small, abs(v - p))
    v2, p2, _ = momentum_and_residual(tab_large, k, tau_large)
    gap_large = max(gap_large, abs(v2 - p2))
assert gap_large < 0.2*gap_small

k_show = 0.5
E_show, _, v_show, vh_show = band(tab_small, k_show, tau_small)
_, p_show, res_show = momentum_and_residual(tab_small, k_show, tau_small)

# Real-space propagation of a one-band packet, S dc/dt = -i H c
half = 60
cells = np.arange(-half, half+1)
M, nb = len(cells), len(small)
Hbig, Sbig, Xbig = (np.zeros((M*nb, M*nb)) for _ in range(3))
for i in range(M):
    for j in range(max(0, i-CUT), min(M, i+CUT+1)):
        r = j - i + CUT
        rows, cols = slice(i*nb, i*nb+nb), slice(j*nb, j*nb+nb)
        Hbig[rows, cols] = tab_small["H"][r]
        Sbig[rows, cols] = tab_small["S"][r]
        Xbig[rows, cols] = tab_small["X"][r] + cells[i]*L*tab_small["S"][r]
packet = np.zeros((M, nb), complex)
weight_sum = v_mean = vh_mean = 0.0
for k in 2*np.pi*np.arange(M)/(M*L):
    _, c, v, v_h = band(tab_small, k, tau_small)
    d = c*np.exp(1j*k*tau_small)
    d = d*np.exp(-1j*np.angle(d[0]))        # smooth periodic phase choice
    g = np.exp((np.cos((k-k_show)*L)-1)/(2*0.35**2))
    packet += g*np.exp(1j*k*cells*L)[:, None]*d[None, :]
    weight_sum += g*g
    v_mean += g*g*v
    vh_mean += g*g*v_h
v_mean, vh_mean = v_mean/weight_sum, vh_mean/weight_sum
start = packet.ravel()
levels, modes = eigh(Hbig, Sbig)
amplitudes = modes.T @ Sbig @ start


def centroid(time):
    state = modes @ (np.exp(-1j*levels*time)*amplitudes)
    return ((state.conj() @ Xbig @ state)/(state.conj() @ Sbig @ state)).real


T_run = 60.0
v_packet = (centroid(T_run) - centroid(0.0))/T_run
assert abs(v_packet - v_mean) < 1e-4*max(abs(v_mean), 0.1)
assert abs(v_packet - vh_mean) > 1e-3

# ---------- Part B: degenerate level of a chain with a doubled cell ----------
e0, h1, s1, h2, s2 = -1.0, -0.5, 0.10, -0.1, 0.03


def folded(k):
    def make(on, first, second):
        m = np.array([[on+2*second*np.cos(2*k), 2*first*np.cos(k)],
                      [2*first*np.cos(k), on+2*second*np.cos(2*k)]])
        dm = np.array([[-4*second*np.sin(2*k), -2*first*np.sin(k)],
                       [-2*first*np.sin(k), -4*second*np.sin(2*k)]])
        return m, dm
    return make(e0, h1, h2) + make(1.0, s1, s2)


H, dH, S, dS = folded(np.pi/2)
E_deg, C = eigh(H, S)
assert abs(E_deg[1] - E_deg[0]) < 1e-12
v_deg = np.linalg.eigvalsh(C.T @ (dH - E_deg[0]*dS) @ C)
step = 1e-5
Hp, _, Sp, _ = folded(np.pi/2 + step)
branch_slopes = (eigh(Hp, Sp, eigvals_only=True) - E_deg)/step
assert np.allclose(v_deg, branch_slopes, atol=1e-4)
v_single = C[:, 0] @ (dH - E_deg[0]*dS) @ C[:, 0]
assert min(abs(v_single - branch_slopes)) > 0.1

# ---------- Part C: In s / O p conduction band ----------
a = 0.506                        # nm, fluorite parent cell
eps_s, eps_p = -5.0, -8.0        # eV
V_sp, S_sp = 2.5, -0.15          # eV, dimensionless


def fluorite(k, zero_shift=0.0, scale=1.0):
    H = np.diag([eps_s] + [eps_p]*6).astype(complex)
    S = np.eye(7, dtype=complex)
    dH, dS = np.zeros((3, 7, 7), complex), np.zeros((3, 7, 7), complex)
    for site, parity in enumerate((1, -1)):
        for sig in itertools.product((1, -1), repeat=3):
            if np.prod(sig) != parity:
                continue
            bond = a/4*np.array(sig)
            phase = np.exp(1j*np.dot(k, bond))
            for i in range(3):
                q = 1 + 3*site + i
                geom = scale*sig[i]/np.sqrt(3)*phase
                H[0, q] += V_sp*geom
                S[0, q] += S_sp*geom
                dH[:, 0, q] += 1j*bond*V_sp*geom
                dS[:, 0, q] += 1j*bond*S_sp*geom
    for m in (H, S):
        m[1:, 0] = m[0, 1:].conj()
    for m in (dH, dS):
        m[:, 1:, 0] = m[:, 0, 1:].conj()
    return H + zero_shift*S, S, dH + zero_shift*dS, dS


def conduction(k, zero_shift=0.0, scale=1.0):
    H, S, dH, dS = fluorite(k, zero_shift, scale)
    E, C = eigh(H, S)
    c = C[:, -1]
    part_h = np.array([(c.conj() @ m @ c).real for m in dH])
    part_s = np.array([-E[-1]*(c.conj() @ m @ c).real for m in dS])
    return E[-1], part_h, part_s, c


def closed_energy(k):
    cx, cy, cz = np.cos(np.asarray(k)*a/2)
    F = 8 - 8/3*(cx*cy + cy*cz + cz*cx)
    A = 1 - F*S_sp**2
    B = -eps_s - eps_p + 2*F*V_sp*S_sp
    D = eps_s*eps_p - F*V_sp**2
    return (-B + np.sqrt(B*B - 4*A*D))/(2*A)


rng = np.random.default_rng(4)
for _ in range(8):
    k = rng.uniform(-5, 5, 3)
    E, ph, ps, _ = conduction(k)
    assert abs(E - closed_energy(k)) < 1e-9
    step = 1e-4
    grad = np.array([(conduction(k+step*u)[0] - conduction(k-step*u)[0])
                     / (2*step) for u in np.eye(3)])
    assert np.allclose(ph + ps, grad, atol=1e-6)
    _, ph5, ps5, _ = conduction(k, zero_shift=5.0)
    assert np.allclose(ph5 + ps5, grad, atol=1e-6)

to_cms = const.e*1e-9/const.hbar*100          # eV nm -> cm/s
free = const.hbar**2/(2*const.m_e)/const.e*1e18   # eV nm^2
gap = eps_s - eps_p
mass = free/(2/3*a**2*(V_sp - eps_s*S_sp)**2/gap)
step = 1e-2
curv = 2*(conduction(np.array([step, 0, 0]))[0] - eps_s)/step**2
assert abs(2*free/curv/mass - 1) < 1e-3

k0 = 0.7
k_vec = np.array([k0, 0, 0])
E, ph, ps, c = conduction(k_vec)
v_true = (ph + ps)[0]*to_cms
v_drop = ph[0]*to_cms
v_drop_edge = conduction(k_vec, zero_shift=5.0)[1][0]*to_cms
E_kin = E - eps_s
edge_ratio = V_sp/(V_sp - eps_s*S_sp)
k_tiny = np.array([1e-3, 0, 0])
_, th, ts, _ = conduction(k_tiny)
assert abs(th[0]/(th + ts)[0] - edge_ratio) < 1e-4

# Sizes of neglected effects for the same numbers
_, h_vac, s_vac, _ = conduction(k_vec, scale=np.sqrt(0.75))
v_vacant = (h_vac + s_vac)[0]*to_cms
_, h_d, s_d, _ = conduction(k0*np.ones(3)/np.sqrt(3))
v_diag = np.linalg.norm(h_d + s_d)*to_cms
v_parab = 2*free/mass*k0*to_cms
density = k0**3/(3*np.pi**2)*1e21             # cm^-3, spin included
kT = const.k*300/const.e
eps_inf, eps_static, phonon = 4.0, 9.0, 0.05  # rough inputs
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
alpha = np.sqrt(rydberg*mass/phonon)*(1/eps_inf - 1/eps_static)
mobility = 100.0                              # cm2/Vs, rough
tau_scatter = mobility*1e-4*mass*const.m_e/const.e
mfp = v_true*1e-2*tau_scatter*1e9
field = 0.1                                   # MV/cm
v_drift = mobility*field*1e6
tunnel = (np.pi*np.sqrt(mass*const.m_e)*(gap*const.e)**1.5
          / (2*np.sqrt(2)*const.hbar*const.e*field*1e8))
film = 5.0
confine = free/mass*(np.pi/film)**2

print("1D test, units hbar = m = 1, cell length", L)
print(f"1D k = {k_show}, band energy = {E_show:.5f}")
print(f"1D group velocity = {v_show:.5f}")
print(f"1D velocity without dS term = {vh_show:.5f}")
print(f"1D momentum expectation p/m = {p_show:.5f}")
print(f"1D basis residual term = {res_show:.5f}")
print(f"1D max |v - p/m|, 2 orbitals = {gap_small:.3e}")
print(f"1D max |v - p/m|, 5 orbitals = {gap_large:.3e}")
print(f"1D packet velocity, propagated = {v_packet:.5f}")
print(f"1D packet velocity, formula = {v_mean:.5f}")
print(f"1D packet, without dS term = {vh_mean:.5f}")
print(f"Folded chain branch velocities = {v_deg[0]:.4f}, {v_deg[1]:.4f}")
print(f"Folded chain, one arbitrary vector = {abs(v_single):.4f}")
print(f"Cell edge a = {a} nm")
print(f"eps_s = {eps_s} eV, eps_p = {eps_p} eV")
print(f"V_sp = {V_sp} eV, overlap S_sp = {S_sp}")
print(f"Gap at zone centre = {gap:.2f} eV")
print(f"Edge mass = {mass:.4f} m0")
print(f"k along [100] = {k0} 1/nm")
print(f"Band energy E = {E:.5f} eV")
print(f"Energy above edge = {1e3*E_kin:.2f} meV")
print(f"c+ dH c = {ph[0]:.5f} eV nm")
print(f"-E c+ dS c = {ps[0]:.5f} eV nm")
print(f"dE/dk = {(ph+ps)[0]:.5f} eV nm")
print(f"Weight |c_s|^2 (c+Sc = 1) = {abs(c[0])**2:.4f}")
print(f"Group velocity = {v_true:.4e} cm/s")
print(f"Without dS, zero at vacuum = {v_drop:.4e} cm/s")
print(f"  error = {100*(v_drop/v_true-1):.2f} %")
print(f"Without dS, zero at band edge = {v_drop_edge:.4e} cm/s")
print(f"  error = {100*(v_drop_edge/v_true-1):.2f} %")
print(f"Edge limit of ratio without/with dS = {edge_ratio:.4f}")
print(f"Missing O sites: velocity change = {100*(v_vacant/v_true-1):.1f} %")
print(f"[111] against [100] velocity = {100*(v_diag/v_true-1):.3f} %")
print(f"Parabolic velocity error = {100*(v_parab/v_true-1):.2f} %")
print(f"Density with k as Fermi radius = {density:.3e} cm^-3")
print(f"Energy above edge / kT at 300 K = {E_kin/kT:.2f}")
print(f"Rough eps_inf, eps_static = {eps_inf}, {eps_static}")
print(f"Rough phonon energy = {1e3*phonon:.0f} meV")
print(f"Polaron coupling alpha = {alpha:.2f}")
print(f"Polaron mass increase alpha/6 = {100*alpha/6:.0f} %")
print(f"Rough mobility = {mobility:.0f} cm2/Vs")
print(f"Scattering time = {tau_scatter*1e15:.1f} fs")
print(f"Mean free path = {mfp:.2f} nm, k*path = {k0*mfp:.2f}")
print(f"Field = {field} MV/cm, mobility*field = {v_drift:.2e} cm/s")
print(f"Interband tunnelling exponent = {tunnel:.0f}")
print(f"Confinement energy, {film:.0f} nm film = {1e3*confine:.0f} meV")
print("verified")
```

Printed output:

```
1D test, units hbar = m = 1, cell length 3.0
1D k = 0.5, band energy = -0.24593
1D group velocity = 0.09196
1D velocity without dS term = 0.23992
1D momentum expectation p/m = 0.20146
1D basis residual term = -0.10950
1D max |v - p/m|, 2 orbitals = 1.108e-01
1D max |v - p/m|, 5 orbitals = 6.372e-03
1D packet velocity, propagated = 0.08639
1D packet velocity, formula = 0.08639
1D packet, without dS term = 0.22488
Folded chain branch velocities = -0.8828, 0.8828
Folded chain, one arbitrary vector = 0.0000
Cell edge a = 0.506 nm
eps_s = -5.0 eV, eps_p = -8.0 eV
V_sp = 2.5 eV, overlap S_sp = -0.15
Gap at zone centre = 3.00 eV
Edge mass = 0.2187 m0
k along [100] = 0.7 1/nm
Band energy E = -4.91596 eV
Energy above edge = 84.04 meV
c+ dH c = 0.33532 eV nm
-E c+ dS c = -0.09890 eV nm
dE/dk = 0.23641 eV nm
Weight |c_s|^2 (c+Sc = 1) = 0.9872
Group velocity = 3.5917e+07 cm/s
Without dS, zero at vacuum = 5.0944e+07 cm/s
  error = 41.84 %
Without dS, zero at band edge = 3.5660e+07 cm/s
  error = -0.72 %
Edge limit of ratio without/with dS = 1.4286
Missing O sites: velocity change = -24.5 %
[111] against [100] velocity = -0.172 %
Parabolic velocity error = 3.19 %
Density with k as Fermi radius = 1.158e+19 cm^-3
Energy above edge / kT at 300 K = 3.25
Rough eps_inf, eps_static = 4.0, 9.0
Rough phonon energy = 50 meV
Polaron coupling alpha = 1.07
Polaron mass increase alpha/6 = 18 %
Rough mobility = 100 cm2/Vs
Scattering time = 12.4 fs
Mean free path = 4.47 nm, k*path = 3.13
Field = 0.1 MV/cm, mobility*field = 1.00e+07 cm/s
Interband tunnelling exponent = 978
Confinement energy, 5 nm film = 69 meV
verified
```
